# Why a Shorted Debye Capacitor Regains Part of Its Voltage

**Question.** A capacitor has been held at 5 V for a minute. Its terminals are shorted for ten milliseconds, a time more than a hundred thousand times longer than the circuit needs to discharge it, and are then opened. The voltage starts at zero but climbs again, with its original sign, although no source is connected. Where does this voltage come from, and what fixes its size?

**Answer.**

## The mechanism

The insulator polarizes in two ways. One part of its polarization follows the field at once on the time scale of the experiment. Another part, $P$, is slow: it comes from charges or dipoles that need a time $\tau$ to rearrange.

While the capacitor is charged, slow polarization puts negative bound charge next to the positive plate. This bound charge holds an equal amount of extra positive free charge on the plate. The short makes the field zero, and the free charge that belonged to the field and to the fast polarization leaves. The charge held by $P$ stays, because $P$ has had no time to change. Free and bound charge then cancel at each plate, so the voltage is zero although the plates are not empty.

Opening the switch traps that free charge. As $P$ relaxes, it no longer cancels all of it, and the uncovered charge produces a field in the original direction.

So two things are needed: slow polarization must survive the short, and it must then partly relax. If it survived and stayed frozen, the cancellation would persist and the voltage would remain zero.

## The model

Take parallel plates of area $A$ and separation $d$, with a uniform field $E=V/d$. Let $\sigma$ be the free charge per area on the plate that was originally positive, and count $E$ and $P$ positive in their original direction. Gauss's law gives

$$\sigma=\varepsilon_0k_\infty E+P .$$

Here $k_\infty$ contains everything that responds faster than the short, including molecular motion; it is not the optical permittivity. The slow part obeys the Debye law

$$\tau\frac{dP}{dt}=\varepsilon_0\Delta k\,E-P,\qquad \Delta k=k_s-k_\infty .$$

In a steady field $P=\varepsilon_0\Delta k\,E$, so that $\sigma=\varepsilon_0k_sE$ and $k_s$ is indeed the static permittivity. The response is taken as linear and, for now, no charge leaks through the insulator or the meter.

## From charge to voltage

After charging at $V_0=E_0d$ for much longer than $\tau$,

$$\sigma_0=\varepsilon_0k_sE_0,\qquad P_0=\varepsilon_0\Delta k\,E_0 .$$

The short lasts a time $t_s$, much longer than the circuit's discharge time $RC$. In addition $RC$ is taken much shorter than $\tau$, so that the relaxation current sets up only a negligible voltage across the switch (for $RC=0.02\tau$ and $t_s=2\tau$ the result below would be about 4 % too low). With $E=0$ the Debye law becomes $\tau\,dP/dt=-P$, and Gauss's law becomes $\sigma=P$. At the end of the short, therefore,

$$\sigma=P_1=P_0e^{-t_s/\tau}.$$

After opening, $\sigma$ keeps the value $P_1$. When $P$ has settled, the full static permittivity applies again:

$$P_1=\varepsilon_0k_sE_{\rm end}.$$

Inserting $P_1=\varepsilon_0\Delta k\,E_0e^{-t_s/\tau}$ and dividing by $\varepsilon_0k_sE_0$ gives

$$\frac{V_{\rm end}}{V_0}=f\,e^{-t_s/\tau},\qquad f=\frac{k_s-k_\infty}{k_s}.$$

For $RC\ll t_s\ll\tau$ the recovered fraction is $f$. It is the share of the original free charge that the short could not remove. A short much longer than $\tau$ removes that share too. A short that does not last much longer than $RC$ leaves ordinary charge behind, and the formula does not apply.

## The course of the recovery

With $\sigma=P_1$, the field after opening is $E=(P_1-P)/(\varepsilon_0k_\infty)$. Put this into the Debye law:

$$\tau\frac{dP}{dt}=\frac{\Delta k}{k_\infty}(P_1-P)-P
=\frac{\Delta k}{k_\infty}P_1-\frac{k_s}{k_\infty}P .$$

The last step uses $\Delta k+k_\infty=k_s$. The right side vanishes at $P=fP_1$, and deviations from this value decay with the time constant

$$\tau_{\rm open}=\tau\frac{k_\infty}{k_s}=(1-f)\tau .$$

Since $P=P_1$ at $t=0$,

$$P=P_1\left[f+(1-f)e^{-t/\tau_{\rm open}}\right].$$

Then $P_1-P=(1-f)P_1(1-e^{-t/\tau_{\rm open}})$. With $1-f=k_\infty/k_s$, the field is $P_1(1-e^{-t/\tau_{\rm open}})/(\varepsilon_0k_s)$, so

$$\frac{V(t)}{V_0}=f\,e^{-t_s/\tau}\left(1-e^{-t/\tau_{\rm open}}\right).$$

The growing field holds back the decay of $P$, yet the settling is faster than $\tau$. At the moment of opening $E=0$, so $P$ falls at the free rate $P_1/\tau$. It has only $(1-f)P_1$ to fall instead of $P_1$, and the time constant is shorter in the same ratio.

When $f$ is small, most of the surviving polarization disappears after opening: only the fraction $f$ of it remains. When $k_\infty\ll k_s$, $f$ approaches one. A brief short then removes little charge, and almost the whole voltage returns.

## The energy

The electrical power supplied per volume is $E\,d\sigma/dt=\varepsilon_0k_\infty E\,dE/dt+E\,dP/dt$. Solving the Debye law for $E$ and multiplying by $dP/dt$ gives

$$E\frac{dP}{dt}=\frac{d}{dt}\frac{P^2}{2\varepsilon_0\Delta k}+\frac{\tau}{\varepsilon_0\Delta k}\left(\frac{dP}{dt}\right)^2 .$$

At fixed temperature the first term is stored free energy and the second is free energy dissipated. The heat exchanged with the surroundings is not the same as the second term: it also has a reversible part, because the entropy can change with $P$. The initial store is $\tfrac12\varepsilon_0k_\infty E_0^2+\tfrac12\varepsilon_0\Delta kE_0^2=\tfrac12\varepsilon_0k_sE_0^2$. After a brief short only $\tfrac12\varepsilon_0\Delta k E_0^2$ is left, the fraction $f$. At the end the store is $\tfrac12\varepsilon_0k_s(fE_0)^2$, the fraction $f^2$. The returning voltage is thus paid for by the slow polarization, which also dissipates free energy, the fraction $f-f^2$ of the initial store.

## The link to dielectric loss

The same lag causes loss in an alternating field. For a time factor $e^{i\omega t}$ the Debye law gives $k=k_\infty+\Delta k/(1+i\omega\tau)=k'-ik''$. With $u=\omega\tau$,

$$\tan\delta=\frac{k''}{k'}=\frac{\Delta k\,u}{k_\infty(1+u^2)+\Delta k}=\frac{\Delta k}{k_s/u+k_\infty u}.$$

The denominator is smallest where its derivative $-k_s/u^2+k_\infty$ vanishes, at $u=\sqrt{k_s/k_\infty}$, and its value there is $2\sqrt{k_sk_\infty}$. Hence

$$\tan\delta_{\max}=\frac{\Delta k}{2\sqrt{k_sk_\infty}}=\frac{f}{2\sqrt{1-f}} .$$

In this model the rebound and the loss peak measure the same quantity. Far above the peak $\tan\delta$ falls as $1/\omega$, so a visible rebound after seconds does not by itself imply a large loss at signal frequencies. Both statements rest on the single relaxation time. If the same $\Delta k$ is spread evenly in $\log\tau$ from 1 ns to 100 s, $\tan\delta$ stays near 0.007 from 1 kHz to 1 MHz instead of falling as $1/\omega$.

## The numbers

Take $k_s=3.0$, $k_\infty=2.7$, $\tau=1$ s, $d=200$ nm and $A=1$ mm². At 5 V the field is 0.25 MV/cm. The static capacitance is 132.8 pF, and a 50 Ω switch gives $RC=6.64$ ns; the plates actually empty with the fast permittivity $k_\infty$, in 5.98 ns. The 10 ms short lies well between $RC$ and $\tau$.

The charges per area are:

- before the short, $\sigma_0=0.0664$ µC/cm², of which $P_0=0.00664$ µC/cm² is held by slow polarization;
- after the short, $\sigma=P_1=0.00657$ µC/cm²;
- at the end, $P=0.000657$ µC/cm², a tenth of what survived.

The ideal fraction is $f=(3.0-2.7)/3.0=0.100$, or 0.500 V. The finite short multiplies it by $e^{-0.01}$:

$$V_{\rm end}=5\ \text{V}\times0.100\times e^{-0.01}=0.495\ \text{V}.$$

The time constant is $1\ \text{s}\times2.7/3.0=0.90$ s. The voltage is 0.052 V after 0.1 s, 0.332 V after 1 s and 0.493 V after 5 s. Numerical integration of the whole sequence, with the switch resistance included, gives these values and agrees with the formula.

Two changed runs test the cause. If $\tau$ is raised to $10^9$ s at the moment of opening, which freezes $P$, the voltage stays below $10^{-7}$ V for 30 s. If the short lasts 20 s, which erases $P$, it stays near $10^{-9}$ V.

Relative to the initial energy, 0.098 remains after the short and 0.0098 at the end; the difference, 0.088, is dissipated after opening (the program labels it heat). The largest loss tangent is $0.1/(2\sqrt{0.9})=0.053$, at 0.168 Hz.

## When charge can escape

Let the film have resistivity $\rho$ and the meter resistance $R_m$. With $C_{\rm vac}=\varepsilon_0A/d$, the free charge now drains as

$$\frac{d\sigma}{dt}=-\varepsilon_0gE,\qquad g=\frac1{\varepsilon_0\rho}+\frac1{R_mC_{\rm vac}} .$$

Gauss's law then gives $\dot P/\varepsilon_0=-k_\infty\dot E-gE$, where dots are time derivatives. The Debye law, differentiated once, reads $\tau\ddot P/\varepsilon_0=\Delta k\dot E-\dot P/\varepsilon_0$. Substituting for $\dot P$ and $\ddot P$ and collecting terms,

$$k_\infty\ddot E+\left(g+\frac{k_s}{\tau}\right)\dot E+\frac g\tau E=0 .$$

Trying $e^{-\lambda t}$ yields two rates with

$$\lambda_1+\lambda_2=\frac g{k_\infty}+\frac{k_s}{k_\infty\tau},\qquad \lambda_1\lambda_2=\frac g{k_\infty\tau}.$$

At opening $E=0$ and $\dot P=-P_1/\tau$, so $\dot E=P_1/(\varepsilon_0k_\infty\tau)$. The solution that meets both conditions is

$$E=\frac{P_1}{\varepsilon_0k_\infty\tau}\,\frac{e^{-\lambda_1t}-e^{-\lambda_2t}}{\lambda_2-\lambda_1}.$$

The voltage rises, peaks where $\lambda_1e^{-\lambda_1t}=\lambda_2e^{-\lambda_2t}$, that is at $t=\ln(\lambda_2/\lambda_1)/(\lambda_2-\lambda_1)$, and dies away.

For $\rho=10^{15}$ Ω cm and no meter, the leakage time $\varepsilon_0k_s\rho$ is 266 s. This is long compared with $\tau_{\rm open}$, and the peak is 0.485 V at 5.1 s.

For this 133 pF capacitor an ordinary 10 MΩ meter is the opposite limit: meter resistance times capacitance is 1.3 ms, far below $\tau$. It drains charge faster than $P$ can uncover it, so its peak reading is very nearly the relaxation current times its resistance. That current is at most $AP_1/\tau=0.01\ \text{cm}^2\times0.00657\ \text{µC/cm}^2/1\ \text{s}=66$ pA, which gives 0.66 mV. The full calculation gives a peak of 0.65 mV at 8 ms. With such a meter the rebound of this small capacitor would be almost invisible; an electrometer of far higher resistance is needed. What counts is meter resistance times capacitance compared with $\tau$: a 1 µF capacitor of the same dielectric would show a peak of 0.38 V on the same meter.

Stray capacitance acts differently. If 10 pF in parallel is emptied by the same short, the trapped charge must later charge both capacitances, and the final voltage without leakage is $0.495\times132.8/142.8=0.460$ V.

## A picture of the slow process

The Debye law follows, for example, from ions that hop between two wells. Let each ion hop along the field direction and contribute a dipole $\pm p$, let $m$ be the difference between the fractions in the two wells, and let $y=pE/k_BT$. With hopping rates $e^{\pm y}/(2\tau)$ toward and away from the favoured well,

$$\tau\frac{dm}{dt}=\sinh y-m\cosh y\approx y-m\quad(y\ll1).$$

With $N$ ions per volume, $P=Npm$, which is the Debye law with $\Delta k=Np^2/(\varepsilon_0k_BT)$. Corrections for the local field are left out.

For a hop of 0.3 nm, $p$ is half the hop length times the elementary charge. At 300 K and the charging field, $x=pE_0/k_BT=0.145$. The charged state has $m=\tanh x\approx x(1-x^2/3)$, so saturation should lower the rebound by about $0.145^2/3=0.7\,\%$ of its value. Integrating the nonlinear equation gives 0.69 %.

Temperature matters much more. If each well is left at the zero-field rate $\nu e^{-E_a/k_BT}$, then $1/\tau=2\nu e^{-E_a/k_BT}$. For $\nu=10^{13}$ Hz, $\tau=1$ s at 300 K requires $E_a=0.79$ eV. At 373 K the same barrier gives $\tau=2.5$ ms. The 10 ms short then lasts about four relaxation times, and only 9 mV returns. This comparison holds the permittivities fixed and ignores leakage.

## Beside a real film

The permittivities, thickness and field are roughly those of an organosilicate interlayer film; the slow part is a model choice. For the assumed 0.3 nm hop along the field the required ion density is $1.9\times10^{19}$ cm⁻³ (three times as much if the hops point in random directions); it falls as the inverse square of the hop length. This density amounts to $3.8\times10^{14}$ ions per cm² of film, far above the contamination accepted in clean processing. If ions making such short hops were the cause, a ten per cent slow contribution would therefore mean a badly contaminated film, and a clean one would show less.

Breakdown, at roughly 5 MV/cm, is a factor of 20 away. Tunnelling through a barrier of roughly 3 eV carries a factor $e^{-1420}$ for the free electron mass, and about $e^{-1000}$ for half that mass; it is negligible either way.

The single relaxation time is also an assumption, and a disordered film need not obey it. With several slow processes, each charges for a time $t_c$ and decays during the short independently, because the field is prescribed in both stages. Their remaining polarizations add up to the trapped charge, so without leakage

$$\frac{V_{\rm end}}{V_0}=\frac1{k_s}\sum_i\Delta k_i\left(1-e^{-t_c/\tau_i}\right)e^{-t_s/\tau_i}.$$

Divide the same $\Delta k$ equally among 41 relaxation times, evenly spaced in $\log\tau$ from 0.01 to 100 s with both ends included, and keep the 60 s charge and the 10 ms short. The fastest processes are partly erased by the short, the slowest are not fully charged, and the final value drops from 0.495 to 0.426 V. The slowest processes also take so long to relax that the film's leakage competes with them. With both effects the peak is 0.357 V at about 24 s, or 28 % below the single-time value without leakage. A finer division of the same range, into 401 times, raises both values by about 0.005 V. For such a film $f$ is an upper limit on the recovered fraction, and the voltage read depends on the times chosen for charging, shorting and waiting.

## Table of computed values

```
k_static, k_infinity: 3.0, 2.7
relaxation time at fixed field: 1.0 s
thickness 200 nm, area 1 mm2
charging voltage 5.0 V, field 0.25 MV/cm
charging time 60 s, short 10 ms
static capacitance: 132.8 pF
switch 50 ohm, RC 6.64 ns
free charge before short: 0.06641 uC/cm2
slow polarization before short: 0.00664 uC/cm2
free charge after short: 0.00657 uC/cm2
slow polarization at the end: 0.000657 uC/cm2
ideal fraction (ks-kinf)/ks: 0.1000
ideal rebound voltage: 0.5000 V
simulated fraction after this short: 0.0990
simulated rebound voltage: 0.4950 V
open-circuit time constant: 0.900 s
voltage 0.1 s after opening: 0.0521 V
voltage 1.0 s after opening: 0.3321 V
voltage 3.0 s after opening: 0.4774 V
voltage 5.0 s after opening: 0.4931 V
largest |V|, polarization frozen: 2.0e-08 V
largest |V|, after 20 s short: 1.0e-09 V
energy after short / initial: 0.0980
energy at end / initial: 0.00980
heat after opening / initial energy: 0.0882
largest loss tangent: 0.0527
its frequency: 0.168 Hz
film resistivity (rough): 1e+15 ohm cm
film leakage time eps0*ks*rho: 266 s
peak with film leakage: 0.4854 V at 5.13 s
meter resistance: 10 Mohm
peak with this meter: 0.652 mV at 8.1 ms
stray capacitance: 10 pF
rebound with stray capacitance: 0.4604 V
spread of times: 0.01 to 100 s
rebound with spread, no leakage: 0.4264 V
peak, spread and leakage: 0.3572 V at 24 s
ion hop distance (rough): 0.3 nm
hopping-ion density needed: 1.90e+19 cm^-3
dipole energy / thermal energy x: 0.1451
change of rebound by saturation: -0.69 %
attempt frequency (rough): 1e+13 Hz
hopping barrier for this tau at 300 K: 0.792 eV
relaxation time at 373 K: 2.49 ms
rebound at 373 K, same short: 9.07 mV
breakdown field (rough): 5 MV/cm
breakdown field / charging field: 20
tunnel barrier (rough): 3.0 eV
tunnelling factor: exp(-1420)
```
